# Hybrid spin–orbital relaxation and thickness reversal of emitted spin current

Q: A heavy-metal film on a magnet is said to emit spin current whose sign depends on film thickness. The spin Hall effect has one sign in one metal. What else could act?

A: The electric field also drives a transverse flow of orbital angular momentum, which can relax into spin. Let the metal fill $0<z<d$, with its back face at $z=0$ and the magnet at $z=d$. A uniform field $E$ points along $x$, and the transported angular momentum points along $y$. I multiply angular-momentum fluxes along $z$ by $e/\hbar$, so that $q_S$ and $q_L$ are measured in A/cm². The accumulations $\mu_S$ and $\mu_L$ are free energies per $\hbar$ of angular momentum, divided by $e$, and are voltages. I neglect cross diffusion, in which a gradient of one accumulation drives a flux of the other, although symmetry allows it. In linear response

$$q_i=-K_i\mu_i'+h_i,\qquad h_i=\sigma_i^HE,\qquad i=S,L.$$

The prime means $d/dz$. Positive $q_i$ flows towards the magnet.

Q: Spin currents are often written with the full conductivity $\sigma$. What is $K_S$ here?

A: Each spin channel has conductivity $\sigma/2$, so its particle flux is $J_{\uparrow,\downarrow}=-(\sigma/2e^2)\bar\mu_{\uparrow,\downarrow}'$. Each particle carries $\pm\hbar/2$. Hence

$$q_S=\frac e\hbar\,\frac\hbar2(J_\uparrow-J_\downarrow)=-\frac\sigma4\left(\frac{\bar\mu_\uparrow-\bar\mu_\downarrow}{e}\right)'.$$

A spin flip changes the angular momentum by $\hbar$ and the energy by $\bar\mu_\uparrow-\bar\mu_\downarrow$, so the bracket is $\mu_S$ and $K_S=\sigma/4$. No such simple count fixes $K_L$; it is a parameter.

Q: Orbital angular momentum is not conserved in a crystal. How can it obey a diffusion equation?

A: Spin is not conserved either. The assumption is that both relax slowly enough for local accumulations to be defined. The steady balance laws are then

$$q_S'=-g_S\mu_S+g_X\mu_L,\qquad q_L'=-g_L\mu_L+g_X\mu_S.$$

The same $g_X$ appears twice by Onsager symmetry: both accumulations are odd under time reversal, and the metal is nonmagnetic. The relaxation power density, $g_S\mu_S^2+g_L\mu_L^2-2g_X\mu_S\mu_L$, must be positive, so $g_S,g_L>0$ and $g_X^2<g_Sg_L$.

Q: Does $g_X$ have to be positive?

A: No. An exchange that conserves $L+S$ removes $g_X(\mu_S-\mu_L)$ from spin and gives it to the orbital reservoir, with $g_X>0$. Separate losses to the lattice add to $g_S$ and $g_L$. But the lattice can also take part in the conversion, and symmetry then permits negative $g_X$. Its sign is a property of the material.

Q: With two coupled equations, which length controls relaxation?

A: Neither original length on its own. Since $h_i$ is uniform, inserting the currents into the balance laws gives

$$K_S\mu_S''=g_S\mu_S-g_X\mu_L,\qquad K_L\mu_L''=g_L\mu_L-g_X\mu_S.$$

Set $v_i=\sqrt{K_i}\,\mu_i$ and divide each equation by $\sqrt{K_i}$:

$$\begin{pmatrix}v_S\\v_L\end{pmatrix}''=
\begin{pmatrix}a&-x\\-x&b\end{pmatrix}
\begin{pmatrix}v_S\\v_L\end{pmatrix},$$

$$a=\frac{g_S}{K_S}=\frac1{\lambda_S^2},\quad b=\frac{g_L}{K_L}=\frac1{\lambda_L^2},\quad x=\frac{g_X}{\sqrt{K_SK_L}}.$$

Here $\lambda_S$ is the spin relaxation length with $\mu_L$ held at zero, so it includes transfer to the orbital reservoir; $\lambda_L$ is defined likewise. A solution varying as $e^{\pm\kappa z}$ requires $(a-\kappa^2)(b-\kappa^2)=x^2$. Thus

$$\kappa_{1,2}^2=\frac1{\ell_{1,2}^2}=\frac{a+b\pm\Delta}{2},\qquad \Delta=\sqrt{(a-b)^2+4x^2}.$$

The product of the roots is $ab-x^2>0$ and their sum is positive, so both lengths are real. For $x\ne0$ the product $(a-\kappa^2)(b-\kappa^2)$ is positive, so neither root lies between $a$ and $b$. Therefore $\ell_1$ is shorter than both original lengths and $\ell_2$ is longer than both.

Q: That gives decay lengths, not an emitted current. What happens at the faces?

A: The back face is closed: $q_S(0)=q_L(0)=0$. I first let the magnet reflect orbital current, $q_L(d)=0$, and absorb spin through an interface conductance, $q_S(d)=y_S\mu_S(d)$. The orbital condition is a strong assumption, to which we must return.

By linearity the problem splits in two: the accumulation driven by the Hall sources with both faces closed, and the source-free response to drawing spin current. Normalized eigenvectors of the matrix are $(c,-s)$ for $\ell_1$ and $(s,c)$ for $\ell_2$. Matching its elements gives

$$c^2=\frac{\kappa_1^2-b}{\Delta},\qquad s^2=1-c^2=\frac{b-\kappa_2^2}{\Delta},\qquad cs=\frac x\Delta.$$

With closed faces, $K_i\mu_i'=h_i$ at both ends, or $v_i'=h_i/\sqrt{K_i}$. The mode amplitudes $A_n$ have end slopes

$$p_1=\frac{ch_S}{\sqrt{K_S}}-\frac{sh_L}{\sqrt{K_L}},\qquad
p_2=\frac{sh_S}{\sqrt{K_S}}+\frac{ch_L}{\sqrt{K_L}}.$$

The solution with equal slopes at the two ends is odd about the middle:

$$A_n(z)=p_n\ell_n\frac{\sinh[(z-d/2)/\ell_n]}{\cosh(d/2\ell_n)}.$$

At the magnet $A_n(d)=p_nt_n$, where $t_n=\ell_n\tanh(d/2\ell_n)$. Since $v_S=cA_1+sA_2$,

$$v_S(d)=(c^2t_1+s^2t_2)\frac{h_S}{\sqrt{K_S}}+cs(t_2-t_1)\frac{h_L}{\sqrt{K_L}}.$$

Dividing by $\sqrt{K_S}$ and inserting $cs=g_X/(\Delta\sqrt{K_SK_L})$ gives the closed-face spin accumulation

$$\mu_S^\circ=(c^2t_1+s^2t_2)\frac{h_S}{K_S}+\frac{g_X(t_2-t_1)}{K_SK_L\Delta}h_L.$$

Q: Drawing current changes that accumulation. Could it change its sign?

A: Let the drawn current be $Q$ and set the Hall sources to zero. Then $v_S'(d)=-Q/\sqrt{K_S}$, while $v_L'(d)=0$ and both slopes vanish at $z=0$. The modes are

$$A_1=-\frac{cQ\ell_1}{\sqrt{K_S}}\frac{\cosh(z/\ell_1)}{\sinh(d/\ell_1)},\qquad
A_2=-\frac{sQ\ell_2}{\sqrt{K_S}}\frac{\cosh(z/\ell_2)}{\sinh(d/\ell_2)}.$$

Forming $v_S(d)$ again and dividing by $\sqrt{K_S}$ gives a change $-QR$ in $\mu_S(d)$, with

$$R=\frac{c^2\ell_1\coth(d/\ell_1)+s^2\ell_2\coth(d/\ell_2)}{K_S}.$$

The interface law now reads $Q/y_S=\mu_S^\circ-QR$. Hence

$$q_S(d)=Q=\frac{\mu_S^\circ}{R+1/y_S}.$$

The denominator is positive. The interface conductance $y_S$ changes the size of the emission but not the thickness at which it vanishes.

As a limit, take $g_X=0$ and $y_S\to\infty$. Only the spin mode remains, and

$$q_S=h_S\tanh\frac d{2\lambda_S}\tanh\frac d{\lambda_S}=h_S\left[1-\operatorname{sech}\frac d{\lambda_S}\right],$$

because $\tanh(u/2)=(\cosh u-1)/\sinh u$. This is the ordinary spin Hall result, with no reversal.

Q: So two Hall sources of opposite sign must reverse the current once the film is thick enough?

A: No. Write $\rho=t_2/t_1$ and $C'=g_X/(K_L\Delta)$. Then

$$K_S\mu_S^\circ=t_1\{(c^2+s^2\rho)h_S+C'(\rho-1)h_L\}.$$

The weight of the orbital source relative to the spin source is

$$w=\frac{C'(\rho-1)}{c^2+s^2\rho},\qquad
\frac{dw}{d\rho}=C'\frac{(c^2+s^2\rho)-s^2(\rho-1)}{(c^2+s^2\rho)^2}=\frac{C'}{(c^2+s^2\rho)^2}.$$

So $w$ changes monotonically with $\rho$. It remains to see how $\rho$ changes with thickness. Differentiation gives

$$\frac{d\ln t_n}{dd}=\frac1{\ell_n\sinh(d/\ell_n)}=\frac1d\,\frac{u_n}{\sinh u_n},\qquad u_n=\frac d{\ell_n}.$$

The function $u/\sinh u$ falls with $u$, and $u_2<u_1$. Thus $\ln t_2$ grows faster than $\ln t_1$, and $\rho$ rises monotonically from 1 to $\ell_2/\ell_1$.

The thick-film weight is $C=C'(\ell_2-\ell_1)/(c^2\ell_1+s^2\ell_2)$. To simplify it, use $\ell_2-\ell_1=(\kappa_1-\kappa_2)/(\kappa_1\kappa_2)$ and

$$\begin{aligned}
\Delta(c^2\ell_1+s^2\ell_2)&=\frac{\kappa_1^2-b}{\kappa_1}+\frac{b-\kappa_2^2}{\kappa_2}\\
&=(\kappa_1-\kappa_2)\left(1+\frac b{\kappa_1\kappa_2}\right).
\end{aligned}$$

The factor $\kappa_1-\kappa_2$ cancels, leaving

$$C=\frac{g_X/K_L}{b+\kappa_1\kappa_2}.$$

The current vanishes when $h_S+wh_L=0$. Since $w$ moves monotonically from 0 towards $C$, there is one reversal if $-Ch_L/h_S>1$, that is, if

$$-\frac{g_Xh_L}{K_Lh_S}>\frac1{\lambda_L^2}+\frac1{\ell_1\ell_2},$$

and none otherwise. The conversion sign matters as much as the Hall signs, and the orbital source must be strong enough.

Q: Has this been tested without using the same hybrid modes?

A: Yes. The current and balance equations were solved directly by collocation for 40 random films. Their relaxation lengths were 2–6 nm, $|h_L/h_S|$ was 1–20, and both signs of source ratio and coupling occurred; films within 2% of the threshold were excluded. Over 40 thicknesses per film, from $0.1\ell_1$ to $14\ell_2$, the 14 films meeting the criterion each changed sign once and the other 26 did not. The largest difference from the formula was $9.5\times10^{-12}$ of the film's largest emission.

Q: Why does the orbital source lose in a thin film, even if it is much stronger?

A: With closed faces the orbital accumulation is odd about mid-film, so its two halves feed equal and opposite spin into the metal. In a thin film this spin diffuses across before it relaxes, and the two contributions nearly cancel at the magnet. For $d\ll\ell_1$,

$$t_n\simeq\frac d2-\frac{d^3}{24\ell_n^2},\qquad t_2-t_1\simeq\frac{d^3\Delta}{24}.$$

The leading weight is therefore $w\simeq C'(d^3\Delta/24)/(d/2)=g_Xd^2/(12K_L)$. If the orbital source is strong enough to put the reversal in this regime,

$$d_*^2\simeq-\frac{12K_Lh_S}{g_Xh_L}.$$

As $d\to0$, $R$ grows as $1/d$. The spin source then emits a current proportional to $d^2$, the orbital source one proportional to $d^4$.

Q: Where does the emitted angular momentum come from, if both faces are closed to orbital flow?

A: From the lattice. Let $M_i=\int_0^d\mu_i\,dz$. Integrating the orbital balance gives $0=-g_LM_L+g_XM_S$, so $M_L=g_XM_S/g_L$. The spin balance then gives

$$q_S(d)=-g_SM_S+g_XM_L=-\left(g_S-\frac{g_X^2}{g_L}\right)M_S.$$

The reversal is thus a change of sign of the mean spin accumulation. In the limiting case $g_S=g_L=g_X$, exchange conserves $L+S$ and there is no lattice loss; the bracket vanishes, and so does the steady emission. With both faces closed to orbital flow, conversion by itself cannot supply a steady spin current.

Q: Put numbers in. Is the reversal at a thickness anyone would grow?

A: Take $\sigma=5000$ S/cm, hence $K_S=1250$ S/cm, and assume $K_L=1250$ S/cm. Let $\lambda_S=2$ nm, $\lambda_L=5$ nm and $x=1/(6\ \text{nm})^2$. The Hall conductivities are $\sigma_S^H=-100$ and $\sigma_L^H=+1000$ $(\hbar/e)$ S/cm. Then $a=0.25$, $b=0.04$ and $x=0.0278$ nm⁻², so

$$\Delta=\sqrt{0.21^2+4(0.0278)^2}=0.217\ \text{nm}^{-2}.$$

The hybrid lengths are $\ell_1=1.99$ nm and $\ell_2=5.24$ nm. The short mode is 98% spin by weight, yet the small mixing matters because the orbital source is ten times larger.

The criterion compares $10\times0.0278=0.278$ nm⁻² with $0.04+1/(1.99\times5.24)=0.136$ nm⁻². It is met. Equivalently $C=0.204$, so $|h_L/h_S|$ must exceed 4.9 and is 10.

Setting the braces above to zero gives the required mode ratio

$$\frac{t_2}{t_1}=\frac{C'h_L-c^2h_S}{C'h_L+s^2h_S}=1.79.$$

This occurs at $d_*=8.28$ nm, or 82.8 Å: there $t_2=3.45$ nm and $t_1=1.93$ nm. The thin-film estimate is $\sqrt{12\times36/10}=6.57$ nm, 21% below the full result. It is only a guide here, since $d_*$ is about four times $\ell_1$.

Q: What are the currents on each side of that thickness?

A: For $E=2$ kV/cm, $\sigma E=10$ MA/cm². With $y_S=5\times10^{10}$ S/cm², the contributions to $q_S(d)$ in MA/cm² are:

| $d$ (nm) | spin source | orbital source | total |
|---:|---:|---:|---:|
| 2 | −0.061 | +0.005 | −0.055 |
| 4 | −0.127 | +0.041 | −0.085 |
| 8 | −0.169 | +0.162 | −0.007 |
| 10 | −0.174 | +0.215 | +0.041 |
| 30 | −0.178 | +0.360 | +0.182 |

The spin part has almost saturated by 8 nm, while the orbital part is still growing. At 30 nm the efficiency in the usual $\hbar/2e$ convention is $2q_S/(\sigma E)=+0.036$. With the spin source alone it would be $-0.036$.

Q: You made the magnet a perfect orbital mirror. What if orbital current leaks into it?

A: Let $q_L(d)=y_L\mu_L(d)$. In a thick film each mode decays away from the magnet, so $A_n'(d)=\kappa_nA_n(d)$. In matrix form $v'(d)=\sqrt W\,v(d)$, where $W$ is the matrix of the diffusion equation. A $2\times2$ matrix obeys its own characteristic equation; applied to $\sqrt W$, whose eigenvalues are $\kappa_1$ and $\kappa_2$, this gives

$$\sqrt W=\frac{W+\kappa_1\kappa_2I}{\Sigma},\qquad \Sigma=\kappa_1+\kappa_2.$$

With $T_S=K_S(a+\kappa_1\kappa_2)/\Sigma$, $T_L=K_L(b+\kappa_1\kappa_2)/\Sigma$ and $T_X=g_X/\Sigma$, the interface conditions become

$$(y_S+T_S)\mu_S-T_X\mu_L=h_S,\qquad (y_L+T_L)\mu_L-T_X\mu_S=h_L.$$

Eliminating $\mu_L$,

$$\mu_S(d)=\frac{(y_L+T_L)h_S+T_Xh_L}{(y_S+T_S)(y_L+T_L)-T_X^2}.$$

The denominator is positive because $\sqrt W$ is positive definite. When the reflecting-interface criterion holds, the numerator returns to the sign of $h_S$ above

$$y_c=-\frac{g_Xh_L}{\Sigma h_S}-T_L.$$

Here $y_c=2.6\times10^9$ S/cm², just 5% of $y_S$. Leakage of $0.1y_c$ already moves the reversal from 8.3 to 9.4 nm. For a perfect orbital sink, all 60 thicknesses examined between 0.5 and 80 nm gave negative emission; at 30 nm it was $-0.179$ MA/cm².

Q: Then is this a prediction for tantalum?

A: No. It is a conditional calculation in which only the charge and spin inputs resemble those of tantalum. A resistivity near 200 μΩ cm, a negative spin Hall effect and a spin relaxation length of a few nanometres are reasonable rough values for resistive sputtered tantalum. The size of the spin Hall conductivity used here is low, however: values reported for resistive tantalum reach several hundred $(\hbar/e)$ S/cm. Since $|h_L/h_S|$ must exceed 4.9, any $|\sigma_S^H|$ above about 204 $(\hbar/e)$ S/cm removes the reversal at $\sigma_L^H=+1000$ $(\hbar/e)$ S/cm. The orbital Hall source, $\lambda_L$, $K_L$ and $g_X$ are much less certain. With everything else fixed, lowering the orbital source by 20% moves $d_*$ to 10.1 nm; raising it by 20% gives 7.2 nm. With $x$ fixed, shortening $\lambda_L$ to 4 nm moves $d_*$ to 9.3 nm, and at $\lambda_L=2.9$ nm the reversal is gone. With $x$ and $\lambda_L$ fixed, $K_L=2K_S$ gives 11.5 nm and $K_L=5K_S$ gives no reversal. The neglected cross diffusion matters as well. Suppose it adds $-K_X\mu_L'$ to $q_S$ and $-K_X\mu_S'$ to $q_L$. Then $K_X=+0.05K_S$ moves $d_*$ to 11.4 nm and $K_X=-0.05K_S$ moves it to 5.4 nm, while $K_X=\pm0.15K_S$ removes the reversal altogether: for $+0.15K_S$ the emission keeps the sign of $h_S$ from thin to thick films, and for $-0.15K_S$ it has the opposite sign throughout. Spin–orbit coupling correlates spin and orbital motion at the Fermi level, so a cross diffusion of this size cannot be ruled out in a heavy metal. Without cross diffusion, reversing the sign of $g_X$ makes $C$ negative, removes the reversal and gives $-0.538$ MA/cm² at 30 nm. Orbital reflection is another exposed assumption: a metallic magnet may well admit more than 5% of the spin conductance, and then the thick film keeps the spin Hall sign. Orbital current entering the magnet may also produce torque there, which $q_S$ does not count. A measured torque reversal would therefore not by itself identify this mechanism.

Q: Are diffusion and a fixed charge current safe at these thicknesses?

A: Diffusion is fair rather than excellent. A free-electron estimate with a rough $5.5\times10^{22}$ carriers/cm³ gives a mean free path of 0.44 nm, or 22% of $\ell_1$. If both surfaces scatter diffusely, they raise the resistivity by about 2% at $d_*$.

The charge current is not fixed; $E$ is. The inverse Hall effects add $\sum_i\sigma_i^H\mu_i'$ to the charge current density. This sign makes the Hall cross-terms cancel in the power dissipated by transport, $j_xE-\sum_iq_i\mu_i'$. At reversal no current crosses either face, so the accumulations are odd about mid-film. The spin values at the faces vanish, and the orbital ones are $\pm0.545$ mV. The relative change in average charge current is

$$\frac{1000\times2\times0.545\ \text{mV}}{5000\times0.2\ \text{mV/nm}\times8.28\ \text{nm}}=13\%.$$

An efficiency per actual charge current would need the corresponding correction at its own thickness; $d_*$ would not, because a common factor in $E$ cancels from the zero condition.

At $d_*$ the metal's own Joule heat, $\sigma E^2d_*$ per unit area, crossing 100 nm of oxide with thermal conductivity 1.4 W/(m K), gives a steady temperature drop of about 12 K across the oxide; the extra charge current raises this to about 13 K. Warming of the substrate and heat generated in the magnet would add to the film's temperature rise. The numerical output below gives further thicknesses and more digits for most of the main results; it does not include the cross-diffusion estimates or the variations of $\lambda_L$ and $K_L$.

## Calculated quantities

```
INPUTS (rough tantalum-film regime)
charge conductivity: 5000 S/cm
field: 2000 V/cm; sigma*E: 10.0 MA/cm2
spin, orbital Hall conductivity: -100, 1000 (hbar/e) S/cm
K_S, K_L: 1250, 1250 S/cm
lambda_S, lambda_L, lambda_X: 2.0, 5.0, 6.0 nm
g_S, g_L, g_X: 312.50, 50.00, 34.72 (S/cm)/nm2
spin interface conductance y_S: 5.00e+10 S/cm2
HYBRID MODES AND REVERSAL
short, long hybrid length: 1.9857, 5.2423 nm
spin weights c2, s2: 0.98337, 0.01663
criterion left side: 0.2778 1/nm2
criterion right side: 0.1361 1/nm2
thick-film orbital weight C: 0.2042
minimum |h_L/h_S| for reversal: 4.898
mode ratio t2/t1 at reversal: 1.7923
reversal thickness: 8.280 nm = 82.80 angstrom
thin-film estimate of it: 6.573 nm
orbital accumulation at magnet at reversal: 0.5449 mV
EMITTED SPIN CURRENT q_S (e/hbar units), MA/cm2
d (nm) | spin source | orbital source | total
     2 | -0.06074 | +0.00545 | -0.05530
     4 | -0.12659 | +0.04141 | -0.08518
     6 | -0.15666 | +0.10028 | -0.05638
     8 | -0.16875 | +0.16167 | -0.00708
    10 | -0.17368 | +0.21485 | +0.04116
    15 | -0.17712 | +0.30053 | +0.12342
    20 | -0.17782 | +0.33848 | +0.16067
    30 | -0.17811 | +0.35991 | +0.18179
spin-torque efficiency 2q_S/(sigma E) at 30 nm: +0.03636
LIMITS AND NEGLECTED EFFECTS
critical orbital leakage y_c: 2.551e+09 S/cm2
y_c/y_S: 0.0510
reversal thickness with leakage 0.1 y_c: 9.375 nm
perfect orbital sink, q_S at 30 nm: -0.17931 MA/cm2
opposite coupling sign, q_S at 30 nm: -0.53802 MA/cm2
reversal thickness, orbital source -20%, +20%: 10.104, 7.197 nm
inverse-Hall change of charge current at reversal: 13.16 %
assumed carrier density: 5.50e+22 1/cm3
free-electron mean free path: 0.439 nm
mean free path / short hybrid length: 0.221
surface-scattering resistivity rise at reversal: 1.99 %
assumed oxide: 100 nm, 1.4 W/(m K)
steady Joule heating across oxide: 11.83 K
TESTS
random films: 40; with one reversal: 14
largest scaled formula error: 9.5e-12
```
